\section*{Why two identical heavy metals do not double the spin-orbit torque}

\section{The argument under comment}

The manuscript proposes to strengthen the spin-orbit torque on a thin cobalt film. Its reasoning is as follows. A platinum layer under the cobalt carries a current and, through the spin Hall effect, sends spin into the cobalt. A second, identical platinum layer on top carries the same current density and has the same spin Hall angle. The cobalt now has two equal sources, so the torque doubles. By the same reasoning, a top layer of tungsten, whose spin Hall angle has the opposite sign, would work against the platinum and should be avoided.

The premises about the two layers are sound. The error lies in adding the sources without asking which way the spins travel when they enter the magnet. With the directions included, the symmetric platinum stack gives no net torque, while tungsten on top can help under conditions worked out below.

\section{What symmetry permits}

Let the layers be stacked along $z$, with the field $\mathbf E$ along $x$ and a uniform magnetization direction $\mathbf m$. Apply spatial inversion about the centre of the magnet. The field is a polar vector and changes sign. The magnetization and the total torque $\mathbf T$ are axial vectors and do not. If the stack is mapped onto itself,
\begin{equation}
\mathbf T(\mathbf m,\mathbf E)=\mathbf T(\mathbf m,-\mathbf E).
\end{equation}
A term linear in $\mathbf E$ changes sign on the right but not on the left, so it must vanish. The net linear torque of a truly symmetric platinum/cobalt/platinum stack is therefore zero, whatever the microscopic origin of the torque. The argument concerns the total torque; it does not forbid opposite torques in the two halves of the magnet.

The spin Hall effect shows how this happens. Spin flowing along a direction $\mathbf n$ is polarized along $\mathbf n\times\mathbf E$, up to a sign set by the metal. The bottom layer feeds the magnet along $\mathbf n=+\hat{\mathbf z}$, the top layer along $\mathbf n=-\hat{\mathbf z}$. The same metal thus delivers opposite spins from the two sides. Reversing the spin Hall angle of the top metal reverses its contribution again, and the two then agree.

\section{Spin injected by one metal}

To find how large the sum is, I use a diffusion model. Let $\mathbf p$ be the polarization of upward-flowing spin in a metal with positive Hall angle, and take $\mathbf m\perp\mathbf p$. Let $q$ be the flow of $\mathbf p$-spin along $+z$, expressed as an electrical current density, and $V$ the difference between the two spin electrochemical potentials divided by the elementary charge $e$. Each spin channel carries half the conductivity $\sigma$, so in either metal
\begin{equation}
q=\theta\sigma E-\frac{\sigma}{2}\frac{dV}{dz},\qquad
\frac{dq}{dz}=-\frac{\sigma}{2\lambda^2}V .
\label{metal}
\end{equation}
Here $\theta$ is the spin Hall angle and $\lambda$ the spin diffusion length. Since $\theta\sigma E$ is constant inside a layer, the two relations give $V''=V/\lambda^2$.

Consider the bottom metal, of thickness $d$, and let $u$ be the distance from its interface with the magnet, measured into the metal. Then $dV/dz=-dV/du$, and the flow towards the magnet is $\theta\sigma E+(\sigma/2)\,dV/du$. With $V=V_1$ at the interface, the solution has the form
\begin{equation}
V=V_1\frac{\cosh[(d-u)/\lambda]}{\cosh(d/\lambda)}+C\sinh\frac{u}{\lambda}.
\end{equation}
No spin leaves through the outer surface, so $dV/du=-2\theta E$ at $u=d$. The first term has zero slope there, which leaves $C=-2\theta E\lambda/\cosh(d/\lambda)$. At $u=0$ the slope is $-(V_1/\lambda)\tanh(d/\lambda)+C/\lambda$, and the inflow into the magnet becomes
\begin{equation}
I_1=j_b-G_bV_1,\quad
j=\theta\sigma E\left[1-\frac{1}{\cosh(d/\lambda)}\right],\quad
G=\frac{\sigma}{2\lambda}\tanh\frac d\lambda .
\label{source}
\end{equation}
The index $b$ means that the bottom metal's parameters are used. Each metal is a current source $j$ with a leak $G$, through which accumulated spin flows back.

For the top metal $u$ increases along $+z$. The inflow into the magnet is now $-q=-\theta\sigma E+(\sigma/2)\,dV/du$, which is the previous expression with $\theta$ replaced by $-\theta$. Hence
\begin{equation}
I_2=-j_t-G_tV_2 .
\end{equation}
The manuscript's argument loses this minus sign in front of $j_t$.

\section{The torque of the complete stack}

Inside the magnet, of thickness $t$ and centred at $z=0$, transverse spin dephases over a length $\ell$, so $V''=V/\ell^2$ and $q=-(\sigma_F/2)V'$. I first neglect precession and spin flip there, so all absorbed spin becomes torque. Write $S=(V_1+V_2)/2$ and $\Delta=(V_2-V_1)/2$. Then
\begin{equation}
V=S\frac{\cosh(z/\ell)}{\cosh(t/2\ell)}+\Delta\frac{\sinh(z/\ell)}{\sinh(t/2\ell)} .
\label{magnet}
\end{equation}
Define $g=\sigma_F/2\ell$, $G_e=g\tanh(t/2\ell)$ and $G_o=g\coth(t/2\ell)$. The slopes at the two faces give
\begin{align}
I_1&=-\frac{\sigma_F}{2}V'(-t/2)=G_eS-G_o\Delta,\\
I_2&=+\frac{\sigma_F}{2}V'(+t/2)=G_eS+G_o\Delta .
\end{align}
The total absorbed flow is $q_{\rm net}=I_1+I_2=G_e(V_1+V_2)$, and the torque per area is $(\hbar/2e)\,q_{\rm net}$.

With $a=(G_o+G_e)/2$ and $b=(G_o-G_e)/2$, the first inflow is $aV_1-bV_2$ and the second $aV_2-bV_1$. For transparent interfaces, equating them to the inflows from the metals gives
\begin{align}
(G_b+a)V_1-bV_2&=j_b,\\
-bV_1+(G_t+a)V_2&=-j_t .
\end{align}
The determinant is $D=(G_b+a)(G_t+a)-b^2$, and
\begin{equation}
V_1=\frac{(G_t+a)j_b-bj_t}{D},\qquad
V_2=\frac{bj_b-(G_b+a)j_t}{D}.
\end{equation}
Adding these and using $a+b=G_o$,
\begin{equation}
q_{\rm net}=\frac{G_e}{D}\left[j_b(G_t+G_o)-j_t(G_b+G_o)\right].
\label{general}
\end{equation}
Because $a>b>0$, $D$ is positive. Hall angles of equal sign therefore give competing terms, and opposite signs give terms that add.

For metals that differ at most in Hall angle, $G_b=G_t=G$. Then $D=(G+a)^2-b^2=(G+G_e)(G+G_o)$, and one factor cancels:
\begin{equation}
q_{\rm net}=(j_b-j_t)\frac{G_e}{G+G_e}.
\label{matched}
\end{equation}
Identical metals give zero. Exactly opposite Hall angles give $2jG_e/(G+G_e)$.

\section{Twice what?}

The natural reference is the bilayer without a top metal, for which $j_t=G_t=0$. Since $a^2-b^2=G_eG_o=g^2$, the determinant is $Ga+g^2$. Also $a=g\coth(t/\ell)$, by the double-angle identity. Equation~(\ref{general}) becomes
\begin{equation}
q_{\rm bi}=\frac{jg^2}{Ga+g^2}=j\frac{G_1}{G+G_1},\qquad G_1=g\tanh\frac t\ell .
\end{equation}
At fixed $E$, the gain from a matched top metal of opposite Hall angle is
\begin{equation}
r=\frac{2G_e(G+G_1)}{G_1(G+G_e)} .
\end{equation}
For $t\gg\ell$, both $G_e$ and $G_1$ tend to $g$, so $r\to2$: each interface works independently. For $t\ll\ell$, $G_e\to gt/2\ell$ and $G_1\to gt/\ell$. This alone does not bring $r$ close to one when $G$ is small: for a matched pair with the parameters of metal B below, $r$ is still 1.31 at $t=0.1\,\ell$. Once $gt/\ell\ll G$, both are small compared with $G$ and $r\to1$. In that limit the accumulation in the magnet is close to $j/G$ with one source or with two, because the second metal brings a second leak along with its second source.

\section{Numbers for a thin cobalt film}

I take round parameters in the rough regime of sputtered platinum, cobalt and high-resistivity ($\beta$-phase) tungsten. Metal A has $\theta=0.15$ and $\sigma=4.00$ MS/m; metal B has $\theta=-0.30$ and $\sigma=0.50$ MS/m. Both have $\lambda=1.5$ nm and $d=4$ nm. The magnet F has $\sigma_F=3.00$ MS/m, $t=1.2$ nm, $\ell=1.0$ nm and magnetization $M_s=1100$ kA/m. The field is held at 250 V/cm, which drives $1.0\times10^7$ A/cm$^2$ through A.

Equation~(\ref{source}) gives $j=1.293\times10^6$ A/cm$^2$ and $G=1.321\times10^{15}$ S/m$^2$ for A. The magnet has $G_e=0.806$ and $G_1=1.250$ in units of $10^{15}$ S/m$^2$. Thus
\begin{align}
q_{\rm bi}&=1.293\times10^6\,\frac{1.250}{1.321+1.250}
=6.29\times10^5\ {\rm A/cm^2},\\
q_{\rm opp}&=2(1.293\times10^6)\frac{0.806}{1.321+0.806}
=9.8\times10^5\ {\rm A/cm^2}.
\end{align}
The equivalent damping-like field has magnitude $(\hbar/2e)q/(M_st)$, the torque per area divided by the magnetic moment per area. In the table, A$'$ is A with its Hall angle reversed, and A$_0$ is A with its Hall angle set to zero.

\begin{center}
\begin{tabular}{lccc}
Stack & Field (mT) & Ratio, fixed $E$ & Ratio, fixed current\\
A/F & 1.57 & 1 & 1\\
A/F/A & 0 & 0 & 0\\
A/F/A$'$ & 2.44 & 1.56 & 0.86\\
A/F/A$_0$ & 1.22 & 0.78 & 0.43\\
A/F/B & 2.01 & 1.28 & 1.17
\end{tabular}
\end{center}

A numerical solution of each complete stack, with 800 cells per layer and equation~(\ref{metal}) used with the same sign in both metals, agrees with equation~(\ref{general}) to within $10^{-6}$ of the bilayer torque.

The inert top metal A$_0$ explains the gain of 1.56. Merely attaching it drains spin and lowers the torque to 0.78 of the bilayer value. A reversed Hall effect in that layer then adds another 0.78; an identical one subtracts 0.78 and leaves zero. If the top angle is $-s\theta$ with all else matched, the ratio at fixed $E$ is $0.78(1+s)$. It exceeds one only for $s>0.28$, so an opposite sign alone does not guarantee an improvement. At fixed $E$, the gain of A/F/A$'$ rises from 1.31 at $t=0.6$ nm to 1.84 at 2.4 nm and 1.98 at 4.8 nm, approaching the thick-magnet limit.

The last column holds the total current fixed. Treating the layers as parallel conductors, the sheet conductance of the bilayer is $4.00\times4+3.00\times1.2=19.6$ mS. The second layer of A$'$ raises it to 35.6 mS, so the ratio becomes $1.558\times19.6/35.6=0.86$. At $t=1.2$ nm the added source does not repay the current it takes; it breaks even near $t=1.85$ nm and gives 1.09 at 2.4 nm. Metal B adds just 2.0 mS, and its ratio is $1.284\times19.6/21.6=1.17$. In this example the resistive metal of opposite sign is the better choice at fixed current, although its gain at fixed field is smaller. The result depends on the tungsten phase. A top metal with $\theta=-0.07$ and $\sigma=4$ MS/m, closer to the conductive $\alpha$ phase, and otherwise like B, gives 1.14 at fixed field but only 0.63 at fixed current.

\section{What remains when the net torque is zero}

In A/F/A the accumulation is odd in $z$, so $S=0$. With $V_1=V_0=-V_2$, the bottom inflow gives $G_oV_0=j-GV_0$, hence $V_0=j/(G+G_o)$. From equation~(\ref{magnet}), $q(z)=gV_0\cosh(z/\ell)/\sinh(t/2\ell)$. The lower half of the magnet absorbs
\begin{equation}
q(-t/2)-q(0)=gV_0\frac{\cosh(t/2\ell)-1}{\sinh(t/2\ell)}
=\frac{jg}{G+G_o}\tanh\frac{t}{4\ell},
\end{equation}
and the upper half absorbs the opposite amount. Each is 0.22 of the bilayer torque in magnitude. Spin enters at the bottom and leaves at the top, while the two halves are pushed in opposite directions.

Exchange resists this twist. For exchange stiffness $A_{\rm ex}$ and a small angle $\varphi$, static balance reads $2A_{\rm ex}\varphi''=-\tau(z)$, where $\tau$ is the torque per volume and $\varphi'=0$ at both faces. With $A_{\rm ex}=15$ pJ/m, integrating the computed profile twice gives 12 microradians across the film. Uniform magnetization is therefore a good assumption here, and the net torque is the relevant quantity.

\section{How far a real stack may depart}

The parameters are typical only in a rough sense. The conductivity of F is on the high side for such a thin film, where surfaces scatter electrons. A diffusion equation is also only a rough description here, because the thickness of the magnet and the spin diffusion length of the platinum are both comparable with the electron mean free path. The computed fields should be read as estimates of a few millitesla or less, not as predictions for a given sample.

The two sides of a real stack need not be identical. Changing just the top thickness of A/F/A from 4 to 3 nm leaves a net torque of $+0.11$ of the bilayer value; changing it to 5 nm leaves $-0.06$, the sign showing that the thicker top source now wins. These damping-like residuals, 0.17 and 0.09 mT in magnitude, come with an uncompensated Oersted field of 0.06 mT in either case.

Unequal interfaces can matter more. If an interface has spin resistance $R$, the metal side sits at $V_1+RI_1$, so $I_1=j-G(V_1+RI_1)$ and
\begin{equation}
I_1=\frac{j-GV_1}{1+GR}.
\end{equation}
Both $j$ and $G$ are divided by $1+GR$. An area resistance of 0.5 f$\Omega\,$m$^2$ for charge corresponds to twice that value for $R$, because each spin channel has half the conductance. Then $GR=1.32$. Placed at the top interface alone, this resistance leaves A/F/A with 0.41 of the bilayer torque. A measured torque in a nominally symmetric stack would thus not contradict the symmetry argument; it could signal unequal interfaces. The same resistance at both interfaces of A/F/A$'$ lowers its torque to 0.67 of the transparent value. A bilayer with that resistance at its one interface loses more, so the gain over it at fixed $E$ rises from 1.56 to about 1.7.

Other corrections can be sized at fixed $E$. Precession in the magnet replaces $1/\ell^2$ by $1/\ell^2+i/\ell_p^2$, the imaginary part of $q_{\rm net}$ being a field-like torque. For $\ell_p=1.0$ nm, the damping-like torque of A/F/A$'$ rises by 20\%, and a field-like part appears with 0.47 of the original magnitude. Both parts still vanish for A/F/A, since $j_b=j_t$ in equation~(\ref{matched}) whatever the value of $\ell$. Spin flip over 10 nm in the magnet lowers the A/F/A$'$ torque by 0.4\%.

The Oersted field at the centre of the magnet is $\mu_0(K_b-K_t)/2$, where $K$ is the current per width in each metal. It is 0.25 mT in A/F, zero in A/F/A and 0.22 mT in A/F/B. For a wide film on 100 nm of oxide with thermal conductivity 1.4 W/(m\,K), the steady temperature drop across the oxide under A/F/A is about 1.6 K; any warming of the substrate adds to it. Interfacial Rashba torques and spin-memory loss are not included. They cannot produce a net linear torque in a truly symmetric stack, but they can when the interfaces differ, and they can change the size of the gain in an opposite-sign stack.

\section{Recommendation}

The claim of doubling should be withdrawn, and the proposed platinum/cobalt/platinum stack used instead as a control. In laterally uniform polycrystalline films, a net linear torque there reveals a difference between the lower and upper halves of the stack. A lateral thickness gradient can also permit such a torque, even when the two halves are mirror images. A vanishing damping-like torque does not prove symmetry, because unequal thicknesses and unequal interfaces can offset each other in that component; unequal thicknesses still leave an Oersted field, 0.06 mT for a 5 nm top layer in the example above. If a larger torque is the aim, the manuscript should consider a top metal with the opposite spin Hall sign, state whether field or total current is held fixed, and include both the spin and the charge current that the new layer draws. The numerical output below gives the values for the stacks considered here.

\section*{Numbers as computed}
\begin{verbatim}
metal A: spin Hall angle = 0.15 (dimensionless)
metal A: conductivity = 4.00 MS/m
metal A: spin diffusion length = 1.50 nm
metal A: thickness = 4.00 nm
metal B: spin Hall angle = -0.30 (dimensionless)
metal B: conductivity = 0.50 MS/m
metal B: spin diffusion length = 1.50 nm
metal B: thickness = 4.00 nm
magnet F: conductivity = 3.00 MS/m
magnet F: thickness = 1.20 nm; dephasing length = 1.00 nm
magnet F: magnetization = 1100 kA/m
current density in A = 1.00e+07 A/cm2; field E = 250.0 V/cm
source j of A = 1.2926e+06 A/cm2
spin conductance G of A = 1.3205e+15 S/m2
magnet G_e = 8.0557e+14 S/m2; G_o = 2.7930e+15 S/m2
bilayer magnet G_1 = 1.2505e+15 S/m2
A/F: absorbed q = 6.2867e+05 A/cm2; field = 1.567 mT
A/F/A: absorbed q = 0.0000e+00 A/cm2; field = 0.000 mT
A/F/A-reversed: absorbed q = 9.7949e+05 A/cm2; field = 2.442 mT
A/F/inert: absorbed q = 4.8975e+05 A/cm2; field = 1.221 mT
A/F/B: absorbed q = 8.0742e+05 A/cm2; field = 2.013 mT
A/F/A-reversed / bilayer: fixed E = 1.558; fixed total current = 0.858
A/F/inert / bilayer: fixed E = 0.779; fixed total current = 0.429
A/F/B / bilayer: fixed E = 1.284; fixed total current = 1.165
largest formula-numerics difference / bilayer = 7.2e-07
A/F/A numerical net / bilayer = 6.7e-14
A/F/A lower-half torque / bilayer = 0.2184
A/F/A upper-half torque / bilayer = -0.2184
irregular symmetric stack: net/local = 3.4e-14
opposite-sign gain at fixed E, t = 0.6 nm: 1.312
opposite-sign gain at fixed E, t = 1.2 nm: 1.558
opposite-sign gain at fixed E, t = 2.4 nm: 1.843
opposite-sign gain at fixed E, t = 4.8 nm: 1.985
A/F/A with 3 nm top: net / bilayer = 0.1100
A/F/A with 5 nm top: net / bilayer = -0.0586
interface area resistance = 0.50 fOhm m2
A/F/A, only top interface resistive: net / bilayer = 0.4112
A/F/A-reversed, both resistive / transparent = 0.6665
precession length = 1.00 nm
with precession: damping-like / original = 1.2046
with precession: |field-like| / original = 0.4663
magnet spin-flip length = 10.0 nm; torque change = -0.44 %
Oersted field in A/F = 0.251 mT
Oersted field in A/F/A = 0.000 mT
Oersted field in A/F/B = 0.220 mT
oxide: 100 nm, 1.4 W/(m K); A/F/A heating = 1.59 K
exchange stiffness = 15.0 pJ/m; A/F/A twist = 12.12 microrad
\end{verbatim}
